\section*{Comment on the claim that one-dimensional disorder localizes every state}

\section{The argument under comment}

The argument concerns electrons on a chain whose sites take two energies in random order. It has three steps.
\begin{enumerate}
\item Every impurity reflects part of an incident wave, whatever the energy in the band.
\item The reflected waves have random phases, so the reflections of different impurities add without interference, and $\ln T$, with $T$ the transmission, falls in proportion to the length.
\item The localization length therefore has a finite maximum over the band, and a chain much longer than this maximum has no state that reaches from end to end.
\end{enumerate}
The conclusion is that disorder in one dimension localizes every state without exception.

The three steps do not follow from disorder alone, and the statement of step 3 about a finite chain can be false. Step 1 is a statement about the impurity, and it fails for an impurity made of two equal neighbouring sites. Step 2 then gives a wrong coefficient, and step 3 fails because the localization length has no upper bound. The random dimer model shows all three points. It also shows what survives of the claim, which is a good deal.

\section{Model and conventions}

The electrons do not interact, and the lattice is rigid. The Hamiltonian is
\begin{equation}
H=\sum_n \varepsilon_n |n\rangle\langle n|-t\sum_n\bigl(|n\rangle\langle n+1|+|n+1\rangle\langle n|\bigr),\qquad t>0 .
\end{equation}
The chain is a sequence of independent units. With probability $p$ a unit is a dimer, two adjacent sites of energy $\varepsilon_b$; with probability $1-p$ it is one host site of energy $\varepsilon_a$. Here $0<p<1$, and I write $\Delta=\varepsilon_b-\varepsilon_a\neq0$ and $\delta=E-\varepsilon_b$. A unit has $1+p$ sites on average, so there are $p/(1+p)$ dimers and $(1-p)/(1+p)$ host sites per site of the chain. Lengths are counted in sites.

The equation $E\psi_n=\varepsilon_n\psi_n-t(\psi_{n+1}+\psi_{n-1})$ can be solved for $\psi_{n+1}$:
\begin{equation}
\begin{pmatrix}\psi_{n+1}\\ \psi_n\end{pmatrix}
=M\begin{pmatrix}\psi_n\\ \psi_{n-1}\end{pmatrix},\quad
M=\begin{pmatrix}x&-1\\1&0\end{pmatrix},\quad x=\frac{\varepsilon_n-E}{t}.
\end{equation}
I write $M_a,x_a$ and $M_b,x_b$ for the two kinds of site; thus $x_b=-\delta/t$. In the host, $E=\varepsilon_a-2t\cos k$ with $0<k<\pi$, so $x_a=2\cos k$. The inverse localization length $\gamma$ is the mean growth rate of $\ln|\psi|$ per site under a long product of these matrices.

\section{Step 1: an impurity that does not reflect}

Since $M_b$ has trace $x_b$ and determinant 1, the Cayley--Hamilton theorem gives for a dimer
\begin{equation}
M_b^2=x_bM_b-1 .
\label{ch}
\end{equation}
At $E=\varepsilon_b$ we have $x_b=0$ and $M_b^2=-1$. A dimer then multiplies the wave by $-1$ and does nothing else. A chain with $N_d$ dimers and $N_a$ host sites has the transfer matrix $(-1)^{N_d}M_a^{N_a}$, whatever their order. Between host leads an incident wave $e^{ikn}$ produces no reflected wave, and $T=1$ for every arrangement of whole dimers.

This requires a propagating host wave at $\varepsilon_b$. Its wave number $k_0$ obeys
\begin{equation}
\cos k_0=-\frac{\Delta}{2t},\qquad \sin k_0=\frac{\sqrt{4t^2-\Delta^2}}{2t},
\label{k0}
\end{equation}
which is possible for $|\Delta|<2t$. For $|\Delta|>2t$ the dimers still give $-1$, but $M_a$ has real eigenvalues of modulus $e^{\pm\kappa}$ with $2\cosh\kappa=|\Delta|/t$. Each host site multiplies a growing solution by $e^\kappa$ in modulus, so
\begin{equation}
\gamma(\varepsilon_b)=\frac{1-p}{1+p}\,\operatorname{arccosh}\frac{|\Delta|}{2t}>0 .
\end{equation}
The resonance is then of no use. I assume $|\Delta|<2t$ from here on.

Off resonance we need the reflection. Take the host waves $v_\pm=(e^{\pm ik},1)^T$, for which $M_av_\pm=e^{\pm ik}v_\pm$. The two site matrices differ by $\Delta/t$ in the upper left element, and
\begin{equation}
\begin{pmatrix}1\\0\end{pmatrix}=\frac{v_+-v_-}{2i\sin k}.
\end{equation}
With $s=\Delta/(2t\sin k)$ this gives
\begin{equation}
M_bv_\pm=e^{\pm ik}v_\pm-is\,e^{\pm ik}(v_+-v_-).
\end{equation}
Reading off the coefficients and using Eq.~(\ref{ch}), a dimer acts on the amplitudes of $v_+$ and $v_-$ as
\begin{equation}
\begin{pmatrix}\alpha&\beta\\ \beta^*&\alpha^*\end{pmatrix},\qquad
\begin{aligned}
\alpha&=-1+x_be^{ik}(1-is),\\
\beta&=-is\,x_be^{-ik}.
\end{aligned}
\label{ab}
\end{equation}
The determinant is $|\alpha|^2-|\beta|^2=1$. For a wave incident from the left with reflected amplitude $r$, the absence of an incoming wave on the right requires $\beta^*+\alpha^*r=0$. Hence $R=|\beta|^2/|\alpha|^2$, $T=1-R=1/|\alpha|^2$, and
\begin{equation}
\rho\equiv\frac RT=|\beta|^2=s^2x_b^2=\frac{\Delta^2\delta^2}{4t^4\sin^2k}.
\label{rho}
\end{equation}
No approximation has been made. The reflection vanishes quadratically at the resonance.

For a single $b$ site the off-diagonal element has modulus $|s|$, so $R/T=s^2$, which is nonzero throughout the band. Step 1 is correct for that impurity. At $E=\varepsilon_b$, Eq.~(\ref{k0}) gives $s^2=\cot^2k_0$ and $R=\cos^2k_0=\Delta^2/4t^2$. The second site of the dimer sends back a wave that cancels this reflection.

\section{Step 2: the reflected waves are correlated}

Suppose step 2 is now applied to dimers. Each contributes $\ln(1+\rho)\approx\rho$ to $-\ln T$, which suggests $\gamma=\tfrac12\rho\,p/(1+p)$. The power of $\delta$ is right and the coefficient is wrong.

A real solution can be written $Av_++A^*v_-$ with $A=|A|e^{i\theta}$. A host site changes $\theta$ by $k$ and leaves $|A|$ alone. A dimer gives $A'=\alpha A+\beta A^*$, so
\begin{equation}
\frac{|A'|^2}{|A|^2}=1+2\rho+2\operatorname{Re}\bigl(\alpha\beta^*e^{2i\theta}\bigr),
\end{equation}
where $|\alpha|^2+|\beta|^2=1+2\rho$ was used. Near resonance $\beta$ is of order $x_b$. Put $c=\alpha\beta^*$, so that $|c|^2=\rho$ up to order $x_b^4$. Expanding $\ln(1+u)=u-u^2/2$ and using $2[\operatorname{Re}(ce^{2i\theta})]^2=|c|^2+\operatorname{Re}(c^2e^{4i\theta})$, we find
\begin{equation}
\ln\frac{|A'|^2}{|A|^2}=\rho+2\operatorname{Re}(c\,e^{2i\theta})-\operatorname{Re}(c^2e^{4i\theta})+O(x_b^3).
\label{growth}
\end{equation}
The first term is the independent-reflector result. The second has a coefficient of first order, so a phase average $J=\langle e^{2i\theta}\rangle$ of first order contributes as much as $\rho$ does.

To find the averages, note that the next unit is chosen independently of the present $\theta$. At zeroth order a dimer leaves $e^{2im\theta}$ unchanged, because it shifts $\theta$ by $\pi$, and a host site multiplies it by $e^{2imk}$. In the stationary state
\begin{equation}
(1-p)\bigl(1-e^{2imk}\bigr)\langle e^{2im\theta}\rangle=O(x_b).
\end{equation}
For $m=1,2$ the factor on the left is nonzero at $k_0$, since $|\Delta|<2t$ excludes $k_0=0,\pi$ and $\Delta\ne0$ excludes $k_0=\pi/2$. Both averages are therefore of order $x_b$, and the last explicit term of Eq.~(\ref{growth}) averages to third order.

At first order write $\alpha=-1+a$. A dimer gives
\begin{align}
e^{2i\theta'}&=e^{2i\theta}\,\frac{\alpha+\beta e^{-2i\theta}}{\alpha^*+\beta^*e^{2i\theta}}\nonumber\\
&=e^{2i\theta}(1-a+a^*)-\beta+\beta^*e^{4i\theta}+O(x_b^2).
\end{align}
In the average, $a$ and $\beta^*$ multiply quantities already of order $x_b$. What remains is
\begin{equation}
J=(1-p)e^{2ik}J+p(J-\beta)
\;\Rightarrow\;
J=-\frac{p}{1-p}\,\frac{\beta}{1-e^{2ik}} .
\end{equation}
With $c=-\beta^*$ at leading order and $\operatorname{Re}[1/(1-e^{2ik})]=\tfrac12$, the mean of Eq.~(\ref{growth}) is
\begin{equation}
\rho+2\rho\,\frac{p}{1-p}\cdot\frac12=\frac{\rho}{1-p}.
\end{equation}
This is the growth of $\ln|A|^2$ per dimer. Half of it, times $p/(1+p)$ dimers per site, is $\gamma$. Inserting Eq.~(\ref{rho}) with $4t^4\sin^2k_0=t^2(4t^2-\Delta^2)$ gives
\begin{equation}
\gamma\simeq\frac{p\,\Delta^2\,\delta^2}{2(1-p^2)\,t^2\,(4t^2-\Delta^2)} .
\label{gamma}
\end{equation}

The factor $1/(1-p)$ is an interference effect. A wave reflected by dimer $j$ carries the phase $2k_0N_a(j)$, with $N_a(j)$ the number of host sites before it; the dimers crossed on the way contribute multiples of $2\pi$. Adjacent dimers thus reflect in phase. The number $m$ of host sites between successive dimers has probability $p(1-p)^m$, so the mean phase factor from one dimer to the next is
\begin{equation}
g=\sum_{m=0}^\infty p(1-p)^me^{2ik_0m}=\frac{p}{1-(1-p)e^{2ik_0}} .
\end{equation}
For dimers $l$ steps apart it is $g^l$. The reflected intensity per dimer, relative to independent reflectors, is
\begin{equation}
S=1+2\operatorname{Re}\frac{g}{1-g}
=1+2\operatorname{Re}\frac{p}{(1-p)(1-e^{2ik_0})}=\frac1{1-p},
\end{equation}
the same factor.

Equation (\ref{gamma}) is a leading-order law. It needs $|\delta|\ll(1-p)\,t\sin^2k_0$. The reason is the term $p(a^*-a)J$ that was dropped from the equation for $J$. As shown below, $a\simeq ix_b/\sin k_0$ near resonance, so this term has modulus $2p|x_b||J|/\sin k_0$. It must be small compared with the retained term, of modulus $(1-p)|1-e^{2ik_0}||J|=2(1-p)\sin k_0\,|J|$. The range of validity therefore closes both as $p\to1$ and as $|\Delta|\to2t$, where $\varepsilon_b$ reaches a host band edge.

\section{Step 3: no largest localization length}

By Eq.~(\ref{gamma}), $1/\gamma$ grows as $1/\delta^2$ without bound. However long the chain, some energy window around $\varepsilon_b$ has $1/\gamma\ge L$. I call states in this window extended, which is a statement about a sample of length $L$. To leading order in $\delta$ the window is symmetric and ends where $\gamma L=1$:
\begin{equation}
\delta_L=\frac{t}{|\Delta|}\sqrt{\frac{2(1-p^2)(4t^2-\Delta^2)}{pL}} .
\label{dl}
\end{equation}

The number of states in it requires the density of states. With fixed ends, one more eigenvalue is passed each time the total phase $\theta$ grows by $\pi$. A host site contributes $dk/dE=1/(2t\sin k_0)$. For a dimer, Eq.~(\ref{k0}) gives $s=-\cot k_0$ at resonance, so
\begin{equation}
e^{ik_0}(1-is)=e^{ik_0}\,\frac{\sin k_0+i\cos k_0}{\sin k_0}=\frac{i}{\sin k_0},
\end{equation}
and $\alpha=-(1-ix_b/\sin k_0)$ to first order. The phase advance is $\pi-x_b/\sin k_0=\pi+\delta/(t\sin k_0)$; the part due to $\beta$ oscillates with $2\theta$ and averages to second order. The derivative is $1/(t\sin k_0)$, twice that of a host site. Per site of the chain,
\begin{equation}
D=\frac1\pi\,\frac{(1-p)+2p}{1+p}\,\frac{1}{2t\sin k_0}=\frac{1}{\pi\sqrt{4t^2-\Delta^2}} .
\label{dos}
\end{equation}
This does not depend on $p$. It does not tend to the value $1/(2\pi t)$ of a pure $b$ chain as $p\to1$, because the condition $|\delta|\ll(1-p)\,t\sin^2k_0$ shrinks the energy range where it applies to nothing.

The number of extended states is $N=2\delta_LLD$, and the square roots of $4t^2-\Delta^2$ cancel:
\begin{equation}
N\simeq\frac{2\sqrt2}{\pi}\,\frac{t}{|\Delta|}\sqrt{\frac{(1-p^2)L}{p}} .
\label{N}
\end{equation}
The square root has a simple origin: the reflection is quadratic in $\delta$, so the window narrows as $L^{-1/2}$ while the number of levels per unit energy grows as $L$. Another numerical criterion for ``extended'' changes the prefactor and leaves the power. For $\Delta\to0$ the formula diverges, but before that $\delta_L$ reaches the order of $t$ and the expansion fails; $N$ cannot exceed $L$.

\section{A chain of 4000 sites}

Take the round parameters $t=0.50$ eV, $\Delta=0.40$ eV, $p=0.5$ and $L=4000$. Then $4t^2-\Delta^2=0.84$ eV$^2$, and Eq.~(\ref{dl}) gives
\begin{equation}
\delta_L=\frac{0.50}{0.40}\sqrt{\frac{2(0.75)(0.84)}{0.5\times4000}}\ \text{eV}=31.4\ \text{meV}.
\end{equation}
The number of extended states is
\begin{equation}
N=\frac{2\sqrt2}{\pi}\,(1.25)\sqrt{\frac{0.75\times4000}{0.5}}=87,
\end{equation}
or 2.2\,\% of all states. Direct counting of eigenvalues in the window gives a mean of 87.2 over four random chains. A chain one hundred times longer has ten times as many extended states, 872, but they are 0.22\,\% of the total.

The window edge is a crossover. For long chains the mean of $\ln T$ approaches $-2\gamma L$, which would be $-2$ at $\gamma L=1$; the computed mean over both edges is $-1.91$, with a sampling error of about 0.07. The correction linear in $\delta$ makes the two edges unequal: the mean is near $-1.8$ at $-\delta_L$ and near $-2.15$ at $+\delta_L$, and the points where $\gamma L=1$ lie at about $-33$ and $+30$ meV rather than at $\pm31.4$ meV. The number of states between them changes by less than one. States just outside the window still transmit appreciably.

The numerical output also bears on each step of the argument. At $\varepsilon_b$ a single $b$ site reflects 16\,\% of the intensity, as $\Delta^2/4t^2$ requires, while twenty random dimer chains of 1000 sites transmit fully to rounding error. Shuffling the sites of one of them, with the composition unchanged, reduces $T$ to about $3\times10^{-19}$. Independent $b$ sites at the same mean concentration, two thirds, give a localization length of 55 sites at this energy. The pairing, not weak disorder or a favourable composition, produces the resonance.

For step 2, growth rates from random matrix products were compared with Eq.~(\ref{gamma}) at $p=0.3$, 0.5 and 0.7. Each rate was averaged over $\delta$ and $-\delta$, which removes the relative correction linear in $\delta$. The averages differ from the formula by at most about 2\,\% of the predicted value; at one sign of $\delta$ the deviation is about 7 to 11\,\%, upward for $\delta>0$ and downward for $\delta<0$. Without the factor $1/(1-p)$ the prediction at $p=0.7$ would be too small by more than a factor of three.

A further count makes no use of the derived window. It takes all eigenvectors of a chain and counts those with participation number $P=1/\sum_n|\psi_n|^4$ above $L/3$. For comparison, a uniform standing wave has $P=L(1/2)^2/(3/8)=2L/3$, from the means of $\cos^2$ and $\cos^4$. The mean counts are 46.5, 59.5, 80.2 and 112.5 for $L=400$, 800, 1600 and 3200. A single power fitted to them has exponent 0.43, below one half. The successive ratios are 1.28, 1.35 and 1.40, however. Within the scatter of the few long chains used, they are consistent with an approach to $\sqrt2=1.41$, the ratio that a square-root law requires for each doubling. In shuffled chains the same criterion finds 0.6 states on average at $L=400$ and none at $L=1600$.

\section{What remains of the claim}

The resonance does not create a band of extended states. Furstenberg's theorem states that a product of independent random matrices of determinant 1 has $\gamma>0$ if the group they generate is not compact and leaves no set of one or two directions invariant. The matrices here are $M_a$ and $M_b^2$. At $E=\varepsilon_b$ they are equivalent to a rotation and $-1$; the group is compact, and the theorem does not apply.

At any other energy $x_b\neq0$, and Eq.~(\ref{ch}) shows that $M_b^2$ has the same fixed directions as $M_b$. Let $q=\psi_{n+1}/\psi_n$ label a direction. A site matrix maps $q$ to $x-1/q$, so a fixed direction obeys $x=q+1/q$. Since $x_a\ne x_b$, no direction is fixed by both matrices. A compact group would preserve a positive quadratic form in $u=\psi_{n+1}$ and $w=\psi_n$. A matrix of determinant 1 that preserves such a form is a rotation in suitable coordinates, and unless it is $\pm1$ the form vanishes on its two complex fixed directions. Neither $M_a$ nor $M_b^2$ is $\pm1$ here, and their fixed directions, real or complex, obey $q+1/q=x_a$ and $q+1/q=x_b$. The form would therefore have to be $u^2+w^2-x\,uw$ up to a factor, with both $x=x_a$ and $x=x_b$, which is impossible.

There remain pairs of directions that are exchanged. A matrix that exchanges two directions has zero trace; for $M_a$ this means $x_a=0$, and for $M_b^2$ it means $x_b^2=2$.
\begin{itemize}
\item If $M_a$ exchanges the pair and $M_b^2$ fixes both members, these are $q$ and $1/q$, whereas $M_a$ maps $q$ to $-1/q$. This is impossible.
\item If $M_b^2$ exchanges the pair and $M_a$ fixes both members, then $(q-x_b)/(x_bq-1)=1/q$, or $q+1/q=2x_b$. Hence $x_a=2x_b$.
\item If both exchange the pair, then $x_a=0$ and $x_b^2=2$.
\end{itemize}
In the last two cases $|x_b-x_a|=|\Delta|/t=\sqrt2$. Apart from this special contrast, $\gamma>0$ at every energy except $\varepsilon_b$. At the special contrast the two cases occur at single energies, $E=\varepsilon_a+2\Delta$ and $E=\varepsilon_a$. There a solution that starts on one direction of the pair spends equal time, on average, on each of the two, and the factors it acquires on them are reciprocal in modulus. The logarithm of its amplitude is then a random walk of zero mean, so $\gamma=0$ at these two further isolated energies, although the solutions are not bounded.

An infinite random dimer chain therefore has no energy interval with $\gamma=0$, and so no mobility edge. At the isolated energy $\varepsilon_b$ the solutions are bounded but do not decay, so they cannot be normalized and are not bound states.

The argument under comment should be restricted accordingly. Independent single-site impurities of the kind considered here do reflect at every band energy. For correlated disorder, the reflection of the actual repeating unit has to be examined first. If it vanishes at an energy inside the band, a finite sample can contain many states that span it. In the random dimer chain their number grows as $\sqrt L$, so their share of the spectrum tends to zero with increasing length.

\section*{Values computed for the example and the checks}
\begin{verbatim}
hopping t = 0.50 eV, contrast Delta = 0.40 eV, p = 0.50
resonance wave number k0 = 1.9823 rad per site
one dimer, k = 0.5 rad: reflection R = 0.81965
one dimer, k = 1.2 rad: reflection R = 0.29981
one dimer, k = 1.7 rad: reflection R = 0.04567
one dimer, k = 2.5 rad: reflection R = 0.22332
one single b site at E = e_b: reflection R = 0.1600
20 dimer chains, 1000 sites, E = e_b: max |T-1| = 6.6e-14
one of them with shuffled sites: T = 3.2e-19
structure factor: sampled 2.042, 1/(1-p) = 2.000
p = 0.3, |delta| = 0.04 eV: gamma = 2.020e-04, formula 2.009e-04 per site
p = 0.5, |delta| = 0.03 eV: gamma = 2.306e-04, formula 2.286e-04 per site
p = 0.7, |delta| = 0.02 eV: gamma = 2.044e-04, formula 2.092e-04 per site
fraction of b sites = 0.6667
unpaired b sites, E = e_b: gamma = 0.0182 per site, 1/gamma = 55.0 sites
Delta = 1.25 eV (outside band), E = e_b: gamma = 0.2313, formula 0.2310 per site
density of states at e_b: counted 0.3458, formula 0.3473 per eV per site
L = 4000 sites: half-width delta_L = 31.37 meV
L = 4000 sites: N formula = 87.2, eigenvalues in window = 87.2 (mean of 4 chains)
L = 4000 sites: fraction of extended states = 2.18 %
mean ln T at the window edges = -1.91 (400 chains)
L = 400000 sites: N formula = 872, fraction = 0.218 %
dimers, L = 400 sites: 46.5 states with participation > L/3
dimers, L = 800 sites: 59.5 states with participation > L/3
dimers, L = 1600 sites: 80.2 states with participation > L/3
dimers, L = 3200 sites: 112.5 states with participation > L/3
fitted exponent of the number against L = 0.426
shuffled sites, same criterion: 0.6 at L = 400, 0.0 at L = 1600
\end{verbatim}
